# Pressure is not film strain: phase selection in a hafnia-like model

## The result

Hydrostatic pressure and epitaxial film strain do not rank crystal phases by the same quantity. Pressure ranks them by energy and volume. A coherent film ranks them by energy and by how badly each cell fits the substrate plane. A polar phase can therefore be the lowest phase in a strained film and yet be absent from the entire bulk pressure sequence.

The case of interest is hafnia, with four competing structures: monoclinic $P2_1/c$, polar $Pca2_1$, antipolar and hence nonpolar $Pbca$, and dense cotunnite-type $Pnma$. The idea to be refuted runs as follows: the polar phase is denser than the monoclinic one, so squeezing the bulk should do what a compressive substrate does. In the counter-example below, pressure takes the bulk from the monoclinic phase to the antipolar one at 2.25 GPa and to the dense one at 15.4 GPa. The polar phase never appears. On a square substrate of side 5.00 Å the same polar phase is the lowest of the four, each taken as a coherent single-domain film.

The parameters are round model values, not data for hafnia. The model shows that the two loadings can disagree, and why; whether they do in a given sample depends on its actual energies and cells.

## The model

Call the phases M, P, A and D, in the order listed above. Energies and volumes are per formula unit, and the cell vectors enclose four formula units (for $Pbca$ this is half of the conventional cell). The temperature is zero, and there is no electric field, surface energy or defect. The algebra is in atomic units; numbers are in eV and Å.

| Phase | $a,b,c$ (Å) | $E_i$ (eV) | $V_i$ (Å³) |
|---|---|---|---|
| M | 5.1, 5.2, 5.2 | 0.000 | 33.952 |
| P | 5.1, 5.0, 5.0 | 0.040 | 31.875 |
| A | 5.3, 4.8, 5.0 | 0.030 | 31.800 |
| D | 6.0, 3.5, 5.4 | 0.350 | 28.350 |

M has $\beta=100^\circ$; the other cells are rectangular.

Let $F$ be the matrix that carries the natural cell of phase $i$ to its deformed cell, and let $e=\tfrac12\ln(F^TF)$ be the logarithmic strain. Its trace is
$$t=\mathrm{tr}\,e=\tfrac12\ln\det(F^TF)=\ln(V/V_i).$$
All phases are given the same isotropic bulk modulus $K$ and shear modulus $\mu$, with elastic energy
$$W_i=V_i\left[\tfrac12Kt^2+\mu\,\mathrm{dev}\,e:\mathrm{dev}\,e\right],\qquad \mathrm{dev}\,e=e-\tfrac t3 I .$$
Since $\mathrm{dev}\,e:\mathrm{dev}\,e=e:e-t^2/3$, this is also
$$W_i=V_i\left[\tfrac12\lambda t^2+\mu\,e:e\right],\qquad \lambda=K-\tfrac23\mu .$$
The values are $K=1.250$, $\mu=0.500$ and $\lambda=0.9167$ eV/Å³. The same energy function serves for the bulk and for the film, so any difference between them comes from the boundary conditions.

## The bulk under pressure

At pressure $p$, positive in compression, the stable phase has the lowest enthalpy, the minimum of $E_i+W_i+pV$ over all cell deformations. At fixed volume the term $pV$ is fixed, and $\mu>0$ makes any deviatoric strain cost energy. The minimum therefore has $\mathrm{dev}\,e=0$. Write $x=-t$, so that $V=V_ie^{-x}$ and $x>0$ means compression. What remains to be minimized is
$$E_i+\tfrac12KV_ix^2+pV_ie^{-x}.$$
Setting the derivative with respect to $x$ to zero gives
$$KV_ix-pV_ie^{-x}=0\quad\Longrightarrow\quad p=Kx\,e^{x}.$$
The second derivative there is $KV_i+pV_ie^{-x}=KV_i(1+x)$, which is positive for $x>-1$, so this is a minimum. The stationarity condition also says $pV_ie^{-x}=KV_ix$. Substituting it gives
$$H_i=E_i+V_i\,y,\qquad y=K\left(x+\tfrac12x^2\right).$$

Because $K$ is common to the phases, so are $x$ and $y$ at a given $p$. Both rise with $p$. Each phase is thus a straight line in $y$, with intercept $E_i$ and slope $V_i$, and the bulk follows the lowest line. The cell shape has dropped out.

Two lines cross where $E_1+yV_1=E_2+yV_2$, that is, at
$$y=\frac{E_2-E_1}{V_1-V_2},\qquad x=\sqrt{1+2y/K}-1,$$
where the second relation is the root of $\tfrac12x^2+x-y/K=0$ that vanishes with $y$. For M and A,
$$y=\frac{0.030}{33.952-31.800}=0.0139,\qquad x=0.0111,$$
$$p=1.250\times0.0111\,e^{0.0111}=0.0140\ \text{eV/Å}^3=2.25\ \text{GPa}.$$
For A and D,
$$y=\frac{0.350-0.030}{31.800-28.350}=0.0928,\qquad x=0.0716,$$
$$p=0.0962\ \text{eV/Å}^3=15.4\ \text{GPa}.$$

Part of the refuted idea is right. P is denser than M, and pressure does lower it relative to M: their lines cross at $y=0.040/2.077=0.0193$ eV/Å³, which corresponds to a pressure of 3.11 GPa. But M is no longer the phase to beat there. Against A,
$$H_P-H_A=0.010+0.075\,y>0\qquad(y\ge0),$$
with energies in eV. P starts 0.010 eV above A, and since A is also slightly denser, pressure widens the gap, to 0.017 eV where D takes over. The bulk sequence is M, A, D.

## The same phases in a film

Now let a thin film grow coherently, as a single homogeneously strained domain, on a rigid square substrate of side $s$. Two cell vectors are forced onto the substrate sides, one to one. The third is free, so the film surface carries no force. Each phase may choose which pair of its cell vectors lies in the plane.

If the matrix $N$ holds the two natural in-plane vectors as columns, the in-plane deformation is $sN^{-1}$. The logarithms of its singular values are the principal in-plane strains $e_1,e_2$. For a rectangular face with sides $a$ and $b$ they are $\ln(s/a)$ and $\ln(s/b)$. A rotation within the plane costs nothing, because the elastic energy is isotropic.

The free third vector allows a normal strain $e_3$ and two out-of-plane shears. Both shears vanish at the minimum. Up to rotations, the deformation is a triangular matrix with diagonal entries $e^{e_1},e^{e_2},e^{e_3}$ and the two shears above the diagonal. The shears leave its determinant, and hence $t$, unchanged. They can only raise $e:e$: by Weyl's inequality between singular values and eigenvalues, the squared logarithms of the singular values add up to at least those of the eigenvalues, which here are the diagonal entries. The normal strain follows from
$$\frac{\partial}{\partial e_3}\left[\tfrac12\lambda(e_1+e_2+e_3)^2+\mu(e_1^2+e_2^2+e_3^2)\right]=\lambda(e_1+e_2+e_3)+2\mu e_3=0 .$$
With $S=e_1+e_2$ this gives
$$e_3=-\frac{\lambda S}{\lambda+2\mu},\qquad t=S+e_3=\frac{2\mu S}{\lambda+2\mu}.$$
The terms of the energy density that contain $t$ or $e_3$ combine to
$$\tfrac12\lambda t^2+\mu e_3^2=\frac{2\lambda\mu^2+\mu\lambda^2}{(\lambda+2\mu)^2}S^2=\frac{\lambda\mu}{\lambda+2\mu}S^2 .$$
The film energy is therefore
$$G_i=E_i+V_i\left[\tfrac12\lambda^*(e_1+e_2)^2+\mu(e_1^2+e_2^2)\right],\qquad \lambda^*=\frac{2\lambda\mu}{\lambda+2\mu}=0.4783\ \text{eV/Å}^3 .$$
Direct minimization over the free third vector, for every phase and face at three substrate sides, agreed with this formula to within $10^{-6}$ eV.

Take $s=5.00$ Å. P lays its $5.0\times5.0$ face on the substrate, has no strain at all, and keeps $G_P=0.040$ eV. The best face of M is $5.1\times5.2$, with $e_1=-0.0198$, $e_2=-0.0392$ and $S=-0.0590$:
$$G_M=33.952\left[\tfrac12(0.4783)(0.0590)^2+0.500\,(0.0198^2+0.0392^2)\right]\approx0.061\ \text{eV}.$$
The best face of A is $4.8\times5.0$, with $e_1=0.0408$ and $e_2=0$:
$$G_A=0.030+31.800\,(0.2391+0.500)(0.0408)^2\approx0.069\ \text{eV}.$$
D fits so poorly that it lies at 1.36 eV. Among single-domain films the polar one is lowest, by 0.021 eV over its nearest rival.

P is lowest for $s$ between 4.943 and 5.027 Å. Just below this window A wins, and just above it M wins. The reason for the edges can be read from the slope of $G_i$. Changing $\ln s$ shifts $e_1$ and $e_2$ equally, so
$$\frac{dG_i}{d\ln s}=V_i\left[2\lambda^*S+2\mu S\right]=2V_i(\lambda^*+\mu)S .$$
When $s$ falls below 5.0 Å, the square face of P has $S<0$ and its energy rises. The $4.8\times5.0$ face of A still has $S>0$, and its energy falls. When $s$ grows beyond 5.0 Å, P is stretched and rises, while M, still compressed with $S<0$, falls.

## Comparison at equal mean pressure

One might hope to save the equivalence by assigning to the film its mean pressure $\bar p$, minus one third of the trace of the stress. To find it, scale the whole strained cell by $1+\eta$ with small $\eta$. This changes $t$ by $3\eta$ and leaves $\mathrm{dev}\,e$ alone, so $dW_i=3\eta KV_it$. The same work is $-\bar p\,dV=-3\eta\bar pV$. Hence
$$\bar p=-Kt\,\frac{V_i}{V}=-Kt\,e^{-t}.$$

An M film at $s=5.00$ Å has $t=(1.000/1.9167)(-0.0590)=-0.0308$, and so
$$\bar p=1.250\times0.0308\,e^{0.0308}=0.0397\ \text{eV/Å}^3=6.36\ \text{GPa}.$$
The bulk at 6.36 GPa is in phase A, between its two transitions. The film at $s=5.00$ Å prefers P. Bringing M to the same mean pressure in these two ways therefore favours two different phases.

The P film is more telling still. At $s=5.00$ Å it is unstrained, so its stress vanishes and the matching bulk pressure is zero, where the bulk is M. At $s=5.02$ Å the P film is under tension, with $\bar p=-0.0052$ eV/Å³, or $-0.83$ GPa, and it is still the lowest film. The bulk at that negative pressure, taken at the local enthalpy minimum near the natural volume, is again M, which has both the lowest energy and the largest volume. P is not stabilized here by being squeezed. It is stabilized because the substrate makes its rivals pay for their misfit.

## The correct general statement

The isotropic model can now be dropped. Let $U_i$ be the energy of phase $i$ as a function of its cell, with minimum $E_i$ at the natural cell. Let $H_i(p)$ be the minimum of $U_i+pV$ over all cells, and $G_i$ the minimum of $U_i$ over cells whose two in-plane vectors are fixed by the substrate, that is, for a coherent single-domain film. Each phase is assumed to deform smoothly and to keep its identity.

**1. A stressed film with a free surface is never under hydrostatic stress.** Hydrostatic stress is $\sigma=-pI$. The free surface requires $\sigma_{33}=0$. Together they give $p=0$, and then $\sigma=0$.

**2. Bulk exclusion.** If $E_P>E_A$, and if the volume of P is at least that of A at every pressure from zero to $p$, then P is not the stable phase anywhere in that range.

*Proof.* At the enthalpy minimum a small change of the cell does not alter $U_i+pV$ to first order. When $p$ changes, the explicit factor $p$ alone contributes, so $dH_i/dp=V_i(p)$. Integrating from zero pressure,
$$H_P(p)-H_A(p)=E_P-E_A+\int_0^p\left[V_P(p')-V_A(p')\right]dp'\ \ge\ E_P-E_A>0 .$$

**3. Film selection.** Let the substrate match a face of the natural P cell. Then P is the lowest film phase if and only if every rival $j$ has a misfit energy $w_j=G_j-E_j$ larger than $E_P-E_j$.

*Proof.* The natural cell of P is allowed on this substrate, and $U_P$ cannot be lower than $E_P$, so $G_P=E_P$. The condition $G_P<G_j$ then reads $E_P<E_j+w_j$.

**4. No equivalent pressure.** When the hypotheses of statement 2 hold at all $p\ge0$, and the substrate matches a face of P with every rival meeting the misfit condition of statement 3, no rule that assigns a pressure $p\ge0$ to a substrate can reproduce the film's phase. Such a rule would have to name a pressure at which the bulk is P, and there is none.

The hypotheses do not conflict, because statement 2 involves energies and volumes while statement 3 involves energies and in-plane misfit. The four-phase model satisfies both sets: with equal $K$ the ratio of the volumes of P and A stays at $31.875/31.800$ under pressure, and at $s=5.00$ Å the misfit energies of M and A, 0.061 and 0.039 eV, exceed the required 0.040 and 0.010 eV. D already lies above P in energy, so any misfit energy, which cannot be negative, is enough.

## How far the film is from hydrostatic

In the isotropic model the difference in statement 1 can be measured by energy. For equal in-plane strains $e_1=e_2=\epsilon$, the total elastic energy density is
$$\tfrac12\lambda^*(2\epsilon)^2+2\mu\epsilon^2=2(\lambda^*+\mu)\epsilon^2=\frac{2\mu(3\lambda+2\mu)}{\lambda+2\mu}\epsilon^2=\frac{6K\mu}{\lambda+2\mu}\epsilon^2 ,$$
since $3\lambda+2\mu=3K$. The volumetric part, with $t=4\mu\epsilon/(\lambda+2\mu)$, is
$$\tfrac12Kt^2=\frac{8K\mu^2}{(\lambda+2\mu)^2}\epsilon^2 .$$
Their ratio is
$$\frac{4\mu}{3(\lambda+2\mu)}=\frac{4\mu}{3K+4\mu}=\frac{2.000}{5.750}=0.348 .$$
About a third of the energy goes into changing the volume, and the rest into changing the shape. For a nearly incompressible solid, $K\gg\mu$, the volumetric share tends to zero: the film thickens as its plane shrinks. The share approaches one only for $K\ll\mu$, and it stays below one for any positive $K$.

## Where the contrast fails

**Pressure can stabilize the polar phase.** Statement 2 needs A to be no larger than P. Suppose instead that $V_A>V_P$, with everything else in the model unchanged. The enthalpy lines put P below A for $y>(E_P-E_A)/(V_A-V_P)$, and below D for $y<(E_D-E_P)/(V_P-V_D)=0.310/3.525=0.088$ eV/Å³. This upper limit lies well above 0.0193 eV/Å³, where P passes below M. P therefore gains a pressure range when the first bound is below the second:
$$V_A>V_P+\frac{(E_P-E_A)(V_P-V_D)}{E_D-E_P}=31.875+\frac{0.010\times3.525}{0.310}=31.989\ \text{Å}^3 .$$
This is 0.19 Å³, or 0.6 %, above the value chosen for A. Tests with $V_A$ placed 0.02 Å³ below and above the limit found P absent and present, respectively. When two phases are this close in both energy and volume, a claim about a real oxide thus needs volumes accurate to well below one per cent. Energies and compressibilities matter as well: in this model P also enters the bulk sequence if, with all else unchanged, A is raised by 0.012 eV or the bulk modulus of P alone is lowered by 15 %.

**Strain can fail to stabilize it.** Statement 3 needs A to fit the substrate badly. Replace A by a competitor of the same energy, 0.030 eV, but with the cell 5.10, 5.05, 4.95 Å, almost that of P. At $s=5.00$ Å its $5.05\times4.95$ face has strains of about $-0.010$ and $+0.010$, so $S\approx0$ and
$$w_A\approx31.872\times0.500\times2\,(0.010)^2\approx0.003\ \text{eV}.$$
This is less than the 0.010 eV by which P lies above it, and the antipolar phase wins. Over all sides scanned from 4.8 to 5.3 Å, P stayed more than 0.0067 eV above this competitor. With cells this similar, and with the energy gap and common stiffness assumed here, misfit to these square substrates does not select the polar phase. If the polar phase appeared in such a film, the cause would have to lie outside this model, for example in an electric field, a surface energy or kinetics.

**Stability is not persistence.** All statements here compare minimum energies or enthalpies. They say nothing about barriers, so a polar phase that is never stable under pressure may still survive as a metastable one. At finite temperature the energies must be replaced by free energies, which can move or remove any of the transitions. The film energies also assume one-to-one matching of cell vectors; other orientations or larger matching cells can lower the energy of any phase, P included, and so change the set of substrates on which P is lowest.

**Rivals can avoid paying for their misfit.** The film energies hold for a single coherent domain. At $s=5.00$ Å, phase A can keep its 5.0 Å edge along one substrate side and form twin domains that alternate its 5.3 and 4.8 Å edges along the other, in proportions of about 40 to 60, which average to 5.0 Å. The misfit energy then vanishes apart from wall and interface terms, and A lies at 0.030 eV, below P. Walls of 0.2 J/m² alone would use up this 0.010 eV margin only if spaced closer than about 40 Å. Dislocations relieve misfit as well: a Matthews–Blakeslee estimate with the model's moduli puts the critical thickness at about 1 nm for a 4 % misfit and about 3 nm for 2 %, thicknesses at which the neglected surface energy matters. The selection of P therefore applies only where domains and dislocations are suppressed.

The numerical output below lists the main values for the bulk and the single-domain films.

## Values computed for the example and the checks

```
Round model parameters; energies and volumes per formula unit
K = 1.250, mu = 0.500, lambda = 0.9167 eV/A^3
film modulus lambda* = 0.4783 eV/A^3
phase: a b c (A), beta (deg); E (eV); V (A^3)
M: 5.10 5.20 5.20 100; 0.000; 33.952
P: 5.10 5.00 5.00 90; 0.040; 31.875
A: 5.30 4.80 5.00 90; 0.030; 31.800
D: 6.00 3.50 5.40 90; 0.350; 28.350
bulk sequence on 0 to 0.2 eV/A^3: M -> A -> D
M->A: y = dE/dV = 0.01394 eV/A^3
  x = 0.01109, p = 0.01402 eV/A^3 = 2.25 GPa
A->D: y = dE/dV = 0.09275 eV/A^3
  x = 0.07164, p = 0.09620 eV/A^3 = 15.41 GPa
M->P (A ignored): y = dE/dV = 0.01926 eV/A^3
  x = 0.01529, p = 0.01940 eV/A^3 = 3.11 GPa
H_P - H_A at p = 0.00000 eV/A^3: 0.01000 eV
H_P - H_A at p = 0.09620 eV/A^3: 0.01696 eV
A volume above which P enters bulk path: 31.989 A^3
P film window: s = 4.9429 to 5.0271 A
film at s = 5.00 A: log strains; elastic, total (eV)
M face ab: -0.0198 -0.0392; 0.0611, 0.0611
P face bc: +0.0000 +0.0000; 0.0000, 0.0400
A face bc: +0.0408 +0.0000; 0.0392, 0.0692
D face ca: -0.0770 -0.1823; 1.0109, 1.3609
M film mean pressure at s = 5.00 A: 0.03970 eV/A^3 = 6.36 GPa
  lowest film: P; bulk at that pressure: A
P film mean pressure at s = 5.02 A: -0.00519 eV/A^3 = -0.83 GPa
  lowest film: P; bulk at that pressure: M
volumetric energy share, formula: 0.3478
volumetric energy share, direct at s = 4.95 A: 0.3478
control A cell: 5.10 5.05 4.95 90 (A, deg); V = 31.872 A^3
control: smallest E_P - E_A for s = 4.8 to 5.3 A: 0.00678 eV
```
